# Comment on Zero-Field Resistance and the Isotropic Average in Ferromagnetic Wires

**The argument under review**

The manuscript considers a long, thin iron wire with the current along its axis. Its resistivity is \(\rho_\parallel\) when the magnetization is parallel to the current and \(\rho_\perp\) when it is perpendicular. The author wants the difference \(\Delta\rho=\rho_\parallel-\rho_\perp\) and reasons as follows.

1. With no applied field, no direction of magnetization is imposed on the wire.
2. The zero-field resistivity is therefore the average over all directions of magnetization, \(\rho_{\rm av}=(\rho_\parallel+2\rho_\perp)/3\).
3. A strong transverse field lowers the resistivity by 0.060 µΩ·cm. By step 2 this drop is \(\rho_{\rm av}-\rho_\perp=\Delta\rho/3\), so \(\Delta\rho=0.180\) µΩ·cm.
4. A strong field along the wire leaves the resistivity unchanged, which the author sets aside as a minor puzzle.

The data here are constructed from a model wire specified below. The puzzle in step 4 is the key to the error. If the wire started at \(\rho_{\rm av}\), axial saturation would raise its resistivity by \(\rho_\parallel-\rho_{\rm av}\). With the author's own \(\Delta\rho\), that is \(\tfrac23\times0.180=0.120\) µΩ·cm, twice the transverse drop. No rise is seen, so step 2 contradicts the data. What, then, is the zero-field resistivity?

**Resistivity for one direction of magnetization**

Let \(\mathbf m\) be the unit vector along the local magnetization. I assume a polycrystal without texture, with many grains in each region of uniform \(\mathbf m\), at fixed temperature, and leave out any directional effect of scattering at the wire's surface. Then \(\mathbf m\) is the one special direction in the material. The electric field \(\mathbf E\) is linear in the current density \(\mathbf J\), and the vectors that can be built from \(\mathbf m\) and linearly from \(\mathbf J\) are \(\mathbf J\), \(\mathbf m(\mathbf m\cdot\mathbf J)\) and \(\mathbf m\times\mathbf J\). Hence

\[
\mathbf E=a\,\mathbf J+b\,\mathbf m(\mathbf m\cdot\mathbf J)+\rho_H\,\mathbf m\times\mathbf J .
\]

For \(\mathbf J\parallel\mathbf m\) the last term vanishes and \(\mathbf E=(a+b)\mathbf J\), so \(a+b=\rho_\parallel\). For \(\mathbf J\perp\mathbf m\) the component of \(\mathbf E\) along \(\mathbf J\) is \(aJ\), so \(a=\rho_\perp\) and \(b=\Delta\rho\). The coefficient \(\rho_H\) is the anomalous Hall resistivity.

The measured resistivity is the component of \(\mathbf E\) along \(\mathbf J\), divided by \(J\). With \(\theta\) the angle between \(\mathbf m\) and \(\mathbf J\), and \(\mathbf J\cdot(\mathbf m\times\mathbf J)=0\),

\[
\rho(\theta)=\frac{\mathbf J\cdot\mathbf E}{J^2}=\rho_\perp+\Delta\rho\cos^2\theta .
\]

This form was tested on a Boltzmann model with a spherical Fermi surface and a scattering time proportional to \(1/(1+0.3c^2+0.2c^4)\), where \(c\) is the cosine of the angle between the electron's wave vector and \(\mathbf m\). The conductivity tensor was computed by integration and inverted. At 15°, 35°, 50° and 75° the resistivity agreed with the formula, although the scattering time itself is not a simple \(\cos^2\) function. In that model \(\Delta\rho/\rho_\perp=0.169\).

**What a wire with domains averages**

Let the wire have length \(L\) and cross-section \(A\), and suppose first that the current density is uniform. The dissipated power is

\[
P=\int\mathbf J\cdot\mathbf E\,dV
=J^2AL\left(\rho_\perp+\Delta\rho\,\langle\cos^2\theta\rangle\right),
\]

where the brackets denote a volume average. Since the total current is \(I=JA\) and \(P=RI^2\), the resistivity \(\rho=RA/L\) is

\[
\rho=\rho_\perp+\Delta\rho\,\langle\cos^2\theta\rangle .
\]

The net magnetization along the wire is proportional to \(\langle\cos\theta\rangle\), a different average. Reversing a domain changes the sign of its \(\cos\theta\) but not its \(\cos^2\theta\). Zero net magnetization therefore says little about the resistivity.

If \(\mathbf m\) is spread evenly over the sphere, its three components have equal mean squares. These add up to 1, so \(\langle\cos^2\theta\rangle=1/3\) and

\[
\rho_{\rm av}=\rho_\perp+\tfrac13(\rho_\parallel-\rho_\perp)=\tfrac13(\rho_\parallel+2\rho_\perp).
\]

This is the quantity in step 2. It presupposes a particular distribution of \(\mathbf m\), and removing the field does not produce that distribution.

**What shape does to the zero-field state**

A long cylinder magnetized across its axis carries magnetic poles on its sides. They produce a demagnetizing field of half the magnetization, while an axially magnetized cylinder has no such field far from its ends. With saturation magnetization \(M_s\), the energy density of the transverse state is higher by

\[
K=\tfrac12\mu_0\cdot\tfrac12M_s^2=\tfrac14\mu_0M_s^2 .
\]

For the wire below, \(K=908\) kJ/m³, against a cubic crystal anisotropy of 50 kJ/m³. This compares uniform states only. The magnetization can also leave the axis by curling around it, which creates no poles and costs exchange energy alone: \(A_{\rm ex}(1.84/R_w)^2\sin^2\theta\) per volume for small tilts, with exchange stiffness \(A_{\rm ex}\) and wire radius \(R_w\). For \(A_{\rm ex}=20\) pJ/m and a diameter of 20 nm this stiffness is 678 kJ/m³, smaller than \(K\) but still far above the crystal anisotropy. It falls below 50 kJ/m³ at diameters above roughly 70 nm, where shape alone no longer guarantees axial remanence. In the 20 nm wire, after axial saturation and removal of the field, the magnetization is expected to stay nearly along the axis. Each domain has \(\cos\theta=+1\) or \(-1\), so \(\langle\cos^2\theta\rangle=1\) and \(\rho(0)=\rho_\parallel\). Subtracting the average gives

\[
\rho(0)-\rho_{\rm av}
=\rho_\parallel-\frac{\rho_\parallel+2\rho_\perp}{3}
=\frac{3\rho_\parallel-\rho_\parallel-2\rho_\perp}{3}
=\frac23\,\Delta\rho .
\]

For \(\Delta\rho>0\) axial remanence raises the resistivity above the isotropic average by two-thirds of the difference; for \(\Delta\rho<0\) it lowers it. Relative to \(\rho_\perp\) the change is the full \(\Delta\rho\).

The assumption of uniform current is satisfied here. With \(\mathbf J\) along the axis, \(\mathbf m\times\mathbf J=0\) in domains of either sense, and \(\mathbf E=\rho_\parallel\mathbf J\) is uniform. It has no curl, and no current crosses the sides, so it solves the conduction problem for any arrangement of + and − domains, walls apart.

**States between the two limits**

For any other zero-field state with nearly uniform current,

\[
\rho(0)-\rho_{\rm av}=\Delta\rho\left(\langle\cos^2\theta\rangle-\tfrac13\right).
\]

Suppose that only the remanence ratio \(r=|\langle\cos\theta\rangle|\) is known. The variance of \(\cos\theta\) cannot be negative, so \(\langle\cos^2\theta\rangle\ge r^2\). As long as the current can be treated as uniform, a ratio above \(1/\sqrt3\approx0.58\) therefore guarantees a rise when \(\Delta\rho>0\). A smaller ratio decides nothing, as two cases show:

- Equal amounts of + and − axial domains have \(r=0\), yet the resistivity is \(\rho_\parallel\).
- Directions spread evenly over the hemisphere around \(+x\), the wire axis, have \(\cos\theta\) uniformly distributed between 0 and 1. Then \(r=1/2\) and \(\langle\cos^2\theta\rangle=1/3\), so with uniform current this magnetized wire sits at \(\rho_{\rm av}\).

If shape or crystal anisotropy instead holds \(\mathbf m\) across the current in one common direction, \(\langle\cos^2\theta\rangle=0\) and the zero-field resistivity lies \(\Delta\rho/3\) below the average. With several transverse domains, the Hall currents discussed below can make this difference smaller.

**Is the average itself a measurable resistivity?**

The author might reply that a truly random domain state would have resistivity \(\rho_{\rm av}\). That is nearly right, but the current in such a state is not uniform. Leave out the Hall term for the moment, so that the resistivity tensor and its inverse \(\sigma\) are symmetric. Two minimum principles then bracket the effective resistivity \(\rho_{\rm eff}\).

At fixed voltage \(V\), the true potential \(\phi\) minimizes \(\int\nabla\phi\cdot\sigma\nabla\phi\,dV\). Adding a variation \(\eta\) that vanishes on the electrodes gives a cross term \(2\int\nabla\eta\cdot\sigma\nabla\phi\,dV\). Integration by parts makes it zero, because current is conserved and none leaves the sides, and the term quadratic in \(\eta\) is positive. A uniform trial field thus gives a power \(V^2A\langle\sigma_{xx}\rangle/L\) that is not below the true one, \(V^2A/(L\rho_{\rm eff})\). Hence \(\rho_{\rm eff}\ge1/\langle\sigma_{xx}\rangle\).

At fixed total current, add to the true \(\mathbf J\) a divergence-free \(\mathbf j\) with no net current and no flow through the sides. The cross term \(2\int\mathbf j\cdot\mathbf E\,dV=-2\int\mathbf j\cdot\nabla\phi\,dV\) vanishes, because \(\phi\) is constant on each electrode. The true current therefore minimizes the power, and a uniform trial current gives \(\rho_{\rm eff}\le\langle\rho_{xx}\rangle=\rho_{\rm av}\).

For isotropic directions \(\langle\sigma_{xx}\rangle=\tfrac13(1/\rho_\parallel+2/\rho_\perp)\), so the lower bound is \(3\rho_\parallel\rho_\perp/(2\rho_\parallel+\rho_\perp)\). The gap between the bounds is

\[
\frac{(\rho_\parallel+2\rho_\perp)(2\rho_\parallel+\rho_\perp)-9\rho_\parallel\rho_\perp}{3(2\rho_\parallel+\rho_\perp)}
=\frac{2\,\Delta\rho^2}{3(2\rho_\parallel+\rho_\perp)}
\approx\frac{2}{9}\frac{\Delta\rho^2}{\rho_{\rm av}} ,
\]

because the numerator is \(2\rho_\parallel^2-4\rho_\parallel\rho_\perp+2\rho_\perp^2\). The error of the average is of second order in \(\Delta\rho\).

A finite-element solution for a wire of \(12\times3\times3\) cubic domains tested this. For \(\Delta\rho/\rho_{\rm av}=0.2\), the axial state lay above the random one by \(0.691\,\Delta\rho\); for 0.003 the factor was 0.667. The shortfall of the random state below \(\rho_{\rm av}\) changed by a factor of 3.9 when \(\Delta\rho\) was halved from the larger value, close to the 4 of a quadratic law.

The Hall term acts in the other direction. To isolate it, set \(\rho_\parallel=\rho_\perp=\rho\). The Hall field does no work, so the power density is \(\rho J^2\). At fixed total current this is least for uniform \(\mathbf J\), so any transverse currents driven by the changing Hall fields raise the effective resistivity.

Their size can be estimated by taking \(\mathbf E\) to be uniform. For \(\mathbf J\perp\mathbf m\), the identity \(\mathbf m\times(\mathbf m\times\mathbf J)=-\mathbf J\) gives

\[
\rho\,\mathbf E-\rho_H\,\mathbf m\times\mathbf E=(\rho^2+\rho_H^2)\,\mathbf J .
\]

The conductivity across \(\mathbf m\) is therefore \(\rho/(\rho^2+\rho_H^2)\), while along \(\mathbf m\) it remains \(1/\rho\). With \(h=\rho_H/\rho\), averaging one parallel and two perpendicular directions gives

\[
\frac1{\langle\sigma_{xx}\rangle}
=\rho\,\frac{3(1+h^2)}{3+h^2}
\approx\rho\left(1+\tfrac23h^2\right).
\]

This is an estimate for a uniform field, not the value for a given domain pattern.

**The numbers for the wire**

The model wire is bcc iron, 20 nm in diameter and 2000 nm between contacts, with \(\rho_{\rm av}=20\) µΩ·cm and \(\Delta\rho/\rho_{\rm av}=0.3\,\%\). Then \(\Delta\rho=0.003\times20=0.060\) µΩ·cm, and

\[
\rho_\parallel=20+\tfrac23(0.060)=20.04,\qquad
\rho_\perp=20-\tfrac13(0.060)=19.98\ \text{µΩ·cm}.
\]

Axial remanence lies 0.040 µΩ·cm, or 0.20 %, above the average. With \(R=\rho L/A\), the resistance is 1275.79 Ω instead of 1273.24 Ω, a rise of 2.55 Ω.

The data now fit together. Transverse saturation takes the wire from \(\rho_\parallel\) to \(\rho_\perp\), a drop of the full 0.060 µΩ·cm. The author took this for \(\Delta\rho/3\) and so overstated \(\Delta\rho\) threefold. Axial saturation changes nothing because the domains already lie along the axis. A sound estimate of the average uses both saturated states at the same temperature: \((20.04+2\times19.98)/3=20.00\) µΩ·cm.

**How far the idealizations matter**

Crystal anisotropy tilts \(\mathbf m\) slightly from the axis. For randomly oriented, uncoupled grains, each given the shape stiffness \(K\) of the whole wire, the mean \(\sin^2\theta\) is about \(1.2\times10^{-4}\). The resistivity loses \(\Delta\rho\langle\sin^2\theta\rangle\), which is 1.5 times this number relative to the rise of \(\tfrac23\Delta\rho\), or about 0.02 %. This is an order-of-magnitude estimate.

A domain wall contains magnetization that is not axial. In a simple transverse wall with exchange stiffness \(A_{\rm ex}\), the energy per area is \(\int(A_{\rm ex}\theta'^2+K\sin^2\theta)\,dx\). Its minimum obeys \(A_{\rm ex}\theta''=K\sin\theta\cos\theta\). Multiplying by \(2\theta'\) and integrating from a domain, where \(\theta'\) and \(\sin\theta\) vanish, gives \(A_{\rm ex}\theta'^2=K\sin^2\theta\). With \(\lambda=\sqrt{A_{\rm ex}/K}\), the axial alignment lost is

\[
\int\sin^2\theta\,dx=\int_0^\pi\frac{\sin^2\theta}{\theta'}\,d\theta
=\lambda\int_0^\pi\sin\theta\,d\theta=2\lambda .
\]

For \(A_{\rm ex}=20\) pJ/m, \(\lambda=4.7\) nm and the lost length is 9.4 nm. One wall thus removes \(1.5\times9.4/2000=0.7\,\%\) of the rise, leaving aside any extra scattering in the wall. This simple model also leaves out the magnetic poles inside the wall, which widen it and raise its energy. With the full magnetostatic energy of the cylinder, and \(\mathbf m\) still uniform over each cross-section, the lost length grows to about 14 nm (1.1 % of the rise) and the energy roughly doubles, so the simple numbers are orders of magnitude. In the simple model the wall energy is 33 eV, about 1300 times the thermal energy at 300 K. That suggests stable remanence, although it is a scale and not a calculated reversal barrier.

The largest correction concerns the random reference state. An anomalous Hall conductivity of 1000 S/cm gives \(h=0.02\). The uniform-field estimate then shifts that state upward by 13 % of the rise, and the finite-element solution gives 7.6 % on a coarse mesh of three elements per domain edge. The converged value for the same pattern is about 7.2 %, and other random patterns scatter by about 0.3 percentage points around 7.1 %. The second-order shortfall is below 0.1 % of the rise. The axial wire would thus stand above such a random wire by roughly 7 % less than \(\tfrac23\Delta\rho\). The relation to \(\rho_{\rm av}\), defined from the two saturated states, is unaffected. Three domains across 20 nm would each be about 7 nm wide, comparable with \(\lambda\), so this random state is a reference for calculation and not one to expect in the wire.

These inputs are rough values for iron near room temperature. The resistivity is set above that of bulk iron, roughly 10 µΩ·cm, to allow for scattering at surfaces and grain boundaries; at a fixed ratio \(\Delta\rho/\rho_{\rm av}\) the rise scales with it. Three assumptions need care in real wires. The first is fixed temperature: with a slope of 0.05 µΩ·cm/K, warming by \(0.040/0.05=0.8\) K imitates the entire rise. The second is the absence of texture. In a textured wire the resistivity can depend on the crystal directions of both current and magnetization, so two coefficients may not suffice and the factor two-thirds can fail. Surface scattering in so thin a wire can have a similar effect, because it makes the wire axis a second special direction. The third assumption is that \(\rho_\parallel\) and \(\rho_\perp\) do not depend on the field itself. In real iron a strong field can also lower the resistivity by suppressing spin waves, so values measured beyond saturation should be extrapolated back to the field at which saturation is reached. The present numbers do not size the errors from the second and third assumptions.

**Recommendation**

Step 2 should be withdrawn and \(\Delta\rho\) corrected to 0.060 µΩ·cm. The author should report the resistivity in both saturated states, the temperature stability and the magnetic history of the wire. The zero-field resistivity can then be used to estimate \(\langle\cos^2\theta\rangle\) instead of being assigned a value in advance, provided that the current is nearly uniform. Hall currents between domains limit this estimate: in the random state above they would raise the inferred value by about 0.05. The numerical output below lists the values for each state. In its table, M/Ms means the net magnetization along the wire divided by \(M_s\), which is zero even when the wire is saturated across its axis.

## Values computed for the example and the checks

```
TESTS
Boltzmann model: delta/rho_perp = 0.1687
Boltzmann model: rise/delta = 0.666667
Domain wire, delta/rho_av = +0.200: rise/delta = 0.69062
Domain wire, delta/rho_av = +0.100: rise/delta = 0.67886
Domain wire, delta/rho_av = +0.003: rise/delta = 0.66704
Domain wire, delta/rho_av = -0.100: rise/delta = 0.65395
Second-order shortfall, ratio 0.2 to 0.1: 3.927
INPUTS (rough, bcc-Fe wire)
Diameter = 20 nm, length = 2000 nm
rho_av = 20.00 uOhm cm, delta/rho_av = 0.30 %
Saturation magnetization = 1700 kA/m
Exchange stiffness = 20 pJ/m
Cubic anisotropy = 50 kJ/m^3
Hall conductivity = 1000 S/cm
Temperature slope = 0.050 uOhm cm/K
Carrier density = 1.0e+23 cm^-3
Temperature = 300 K
RESULTS
delta = 0.0600 uOhm cm
rho_par = 20.0400, rho_perp = 19.9800 uOhm cm
Rise above average = 0.0400 uOhm cm = 0.200 %
R at average = 1273.24 Ohm
R at axial remanence = 1275.79 Ohm
R at transverse saturation = 1271.97 Ohm
Rise in R = 2.546 Ohm
State: M/Ms, mean cos^2, resistivity in uOhm cm
  axial, one domain: 1.000, 1.0000, 20.0400
  axial, + and - domains: 0.000, 1.0000, 20.0400
  isotropic: 0.000, 0.3333, 20.0000
  even over hemisphere: 0.500, 0.3333, 20.0000
  transverse: 0.000, 0.0000, 19.9800
Drop on transverse saturation = 0.0600 uOhm cm
delta if start is taken for average = 0.1800 uOhm cm
NEGLECTED EFFECTS
Shape anisotropy = 908 kJ/m^3
Crystal tilt: mean sin^2 = 1.17e-04
Crystal tilt, share of rise = 0.0176 %
Wall parameter sqrt(A/K) = 4.69 nm
One wall: axial length lost = 9.39 nm
One wall, share of rise = 0.70 %
Hall angle tangent = 0.0200
Hall shift of random state, domain solution = 7.60 % of rise
Hall shift, uniform-field estimate = 13.33 % of rise
Second-order shortfall of random state = 0.0560 % of rise
Orbital magnetoresistance = 0.0222 % of rise
Wall energy = 33.4 eV = 1293 kT
Warming that imitates the rise = 0.80 K
```
